Global Energy Minimization for One Orbital Rotation at Fixed Density Matrices

**1. Two electrons on two sites**

Let A and B be orthonormal orbitals on two equivalent sites. Two electrons of opposite spin occupy the same orbital

φ(α) = cos α A + sin α B.

The one-electron matrix has diagonal elements zero and off-diagonal element −t, with t > 0. Two electrons repel with energy U on the same site and V on different sites; all other repulsion integrals are zero. All energies are in hartree.

The one-electron energy is 2·(−2t cos α sin α) = −2t sin 2α. The repulsion is

U(cos⁴α + sin⁴α) + 2V cos²α sin²α.

Since cos⁴α + sin⁴α = 1 − 2cos²α sin²α and cos²α sin²α = ¼ sin²2α, the total is

E(α) = U − ½(U − V) sin²2α − 2t sin 2α.

With sin²2α = ½(1 − cos 4α) this becomes

E(α) = U − ¼(U − V) + ¼(U − V) cos 4α − 2t sin 2α.

The highest harmonic is the fourth. The derivative factorizes:

E′(α) = −2 cos 2α [(U − V) sin 2α + 2t].

The first factor vanishes at α = ±45° and ±135°. When U − V > 2t, the second vanishes at four more angles, where sin 2α = −2t/(U − V).

Take U = 1, V = 0.4 and t = 0.1. The bonding orbital, α = 45°, gives

E = 1 − 0.3 − 0.2 = 0.5.

The antibonding orbital, α = −45°, gives 1 − 0.3 + 0.2 = 0.9. Its slope is zero and its curvature is 4(U − V − 2t) = 1.6 hartree/rad², so it is a local minimum along the real angle α. The barrier between the two has energy

U + 2t²/(U − V) = 1.0333.

The physical reason for the second well is that both orbitals spread the charge evenly. Leaving either one piles charge on one site, which costs repulsion. For U − V > 2t this cost outweighs the hopping energy gained near the antibonding orbital. A Newton step started there has length zero. A search over the whole circle finds the bonding orbital, a rotation by 90°.

Two limits of this picture should be kept in mind. First, the second well depends on the orbital being real. For φ = (A + e^{iχ}B)/√2 the energy is ½(U + V) − 2t cos χ. It falls without a barrier from the antibonding point χ = π to the bonding point χ = 0, so among complex orbitals the antibonding point is a saddle. Second, U − V > 2t is also the condition under which the shared bonding orbital is unstable when the two spins may take different orbitals. With angles 45° + x and 45° − x the energy is ½(U + V) − ½(U − V) sin²2x − 2t cos 2x, whose curvature at x = 0 is −4(U − V − 2t). Here this lowers the energy to 0.367, and the exact two-site energy is 0.7 − √0.13 = 0.339. The example illustrates the shape of the angular curve; it is not a good description of the ground state.

**2. The general problem**

Let φ_r be n real orthonormal spatial orbitals, and let a†_rσ create an electron with spin σ in φ_r. Define E_rs = Σ_σ a†_rσ a_sσ. The spin-free Hamiltonian is

H = Σ_rs h_rs E_rs + ½ Σ_rstu (rs|tu)(E_rs E_tu − δ_st E_ru).

A constant such as nuclear repulsion may be added without changing the argument. For a normalized real state Ψ, define

γ_rs = ⟨E_rs⟩,
Γ_rstu = ⟨E_rs E_tu⟩ − δ_st γ_ru.

Now rotate one pair, p and q:

φ′_p = cos θ φ_p + sin θ φ_q,
φ′_q = −sin θ φ_p + cos θ φ_q.

Fixed density matrices means that the numbers γ and Γ are kept but refer to the new orbitals. Equivalently, the configuration-interaction (CI) coefficients are kept while the orbitals in the determinants turn. The energy is

E(θ) = Σ_rs h′_rs γ_rs + ½ Σ_rstu (rs|tu)′ Γ_rstu,

where primes denote integrals over the new orbitals. The claim is

E(θ) = a₀ + Σ_{k=1..4} (a_k cos kθ + b_k sin kθ).

Degree four is an upper limit; individual coefficients can vanish.

**3. Why the degree is at most four**

Write φ′_r = Σ_a φ_a R_ar. Let P be the projector on the pair and Q = 1 − P. Let J have the nonzero elements J_qp = 1 and J_pq = −1. Reading off the columns of R gives

R(θ) = Q + cos θ P + sin θ J.

Define

Π₀ = Q, Π₁ = ½(P − iJ), Π₋₁ = ½(P + iJ).

Then

e^{iθ}Π₁ + e^{−iθ}Π₋₁
= P cos θ − (i/2)(e^{iθ} − e^{−iθ})J
= P cos θ + J sin θ,

because e^{iθ} − e^{−iθ} = 2i sin θ. Hence

R(θ) = Σ_{m=−1,0,1} e^{imθ} Π_m.

Each integral index brings one factor R:

h′_rs = Σ_ab R_ar R_bs h_ab,
(rs|tu)′ = Σ_abcd R_ar R_bs R_ct R_du (ab|cd).

A product of two factors has exponents from −2 to 2, and a product of four from −4 to 4. Therefore

E(θ) = Σ_{n=−4..4} c_n e^{inθ}.

Collecting equal exponents gives c_n = c_n⁽¹⁾ + c_n⁽²⁾, with

c_n⁽¹⁾ = Σ_{m₁+m₂=n} Σ_rsab γ_rs (Π_m₁)_ar (Π_m₂)_bs h_ab,

c_n⁽²⁾ = ½ Σ_{m₁+m₂+m₃+m₄=n} Σ_rstu Σ_abcd Γ_rstu (Π_m₁)_ar (Π_m₂)_bs (Π_m₃)_ct (Π_m₄)_du (ab|cd).

Since Π₋m is the complex conjugate of Π_m and all other quantities are real, c₋n = c_n*. Adding the terms n = k and n = −k gives

a₀ = c₀, a_k = 2 Re c_k, b_k = −2 Im c_k.

This proves the claim. The proof did not use the origin of γ and Γ; any fixed real arrays would do.

**4. The same limit from the Pauli principle**

Let K = E_qp − E_pq. Its commutators are

[K, a†_pσ] = a†_qσ, [K, a†_qσ] = −a†_pσ.

These are the equations of a plane rotation, so

e^{θK} a†_pσ e^{−θK} = cos θ a†_pσ + sin θ a†_qσ.

The rotated state is e^{θK}Ψ. For λ = ±i,

[K, a†_pσ + λa†_qσ] = a†_qσ − λa†_pσ = −λ(a†_pσ + λa†_qσ),

where λ² = −1 was used. An electron in φ_p + iφ_q thus contributes +1 to iK, and one in φ_p − iφ_q contributes −1. Each of these orbitals holds at most two electrons, so the eigenvalues κ of iK run from −2 to 2.

Split Ψ into components Ψ_κ with iKΨ_κ = κΨ_κ. Then e^{θK}Ψ_κ = e^{−iκθ}Ψ_κ, and

E(θ) = Σ_κκ′ ⟨Ψ_κ|H|Ψ_κ′⟩ e^{i(κ−κ′)θ}.

The largest difference is 2 − (−2) = 4. If the orbitals of one spin alone are rotated, κ runs from −1 to 1 and the degree is at most two. Diagonalizing iK for the chain of section 9 confirms both ranges.

**5. Odd harmonics and special pairs**

A term with ν indices in {p,q} is homogeneous of degree ν in cos θ and sin θ. It contains the harmonics ν, ν − 2, and so on. Odd harmonics therefore come from odd ν. Under θ → θ + π both rotated orbitals change sign, and so do these terms. In general the period is 2π, not π.

If changing the signs of φ_p and φ_q leaves Ψ unchanged apart from an overall sign, the density elements with odd ν vanish. Then odd harmonics are absent. A closed-shell determinant has this property, which explains the form of E in section 1.

Another case is a singlet with two active electrons above a closed core. Its active part is Σ_tu C_tu φ_t φ_u times the singlet spin function, with C real and symmetric. An orthogonal rotation diagonalizes C and leaves a sum of determinants in which each orbital is empty or doubly occupied. Changing an orbital's sign does nothing to such a state. The active block of γ is 2C², so these are natural orbitals. In the chain, odd harmonics reach 0.12 hartree in the starting orbitals and fall to rounding error in natural orbitals.

Some pairs need no search. If both orbitals are empty, or both are doubly occupied in every determinant, then KΨ = 0 and the curve is constant. If both are active in a complete active space, the rotated state stays inside the CI space. Immediately after the CI ground state has been found, such a rotation cannot lower the energy.

A simpler limit is one doubly occupied orbital p, one empty orbital q, and no repulsion. Then

E(θ) = 2h′_pp = h_pp + h_qq + (h_pp − h_qq) cos 2θ + 2h_pq sin 2θ.

Setting the derivative to zero gives

(h_pp − h_qq) sin 2θ = 2h_pq cos 2θ,

the familiar Jacobi condition for diagonalizing a 2 × 2 matrix. Repulsion adds the higher harmonic that can create further wells.

**6. Nine energies determine the curve**

There are nine real coefficients. Evaluate the energy at θ_j = 2πj/9, j = 0,…,8, and form

c_n = (1/9) Σ_j E(θ_j) e^{−inθ_j}.

To verify this, insert the Fourier sum. The coefficient c_m is multiplied by

(1/9) Σ_j e^{2πi(m−n)j/9}.

This is 1 for m = n. Otherwise it is a finite geometric sum with ratio w = e^{2πi(m−n)/9}, where w⁹ = 1. Since |m − n| ≤ 8, w ≠ 1, so the sum is (1 − w⁹)/(1 − w) = 0.

Eight equally spaced angles starting at zero would not suffice: sin 4θ vanishes at all of them, so b₄ would be lost. When odd harmonics are known to be absent, five coefficients remain and five equally spaced angles over half a turn are enough.

Integrals without an index in the pair do not change. The number of index combinations that can change is

n⁴ − (n − 2)⁴ = 8n³ − 24n² + 32n − 16.

Treating the indices one after another, the work per pair therefore grows as n³. A sweep over all n(n − 1)/2 pairs grows as n⁵.

**7. Finding the global minimum**

Differentiation gives E′(θ) = i Σ_n n c_n e^{inθ}. Put z = e^{iθ} and multiply the sum by z⁴. Stationary angles satisfy

4c₄z⁸ + 3c₃z⁷ + 2c₂z⁶ + c₁z⁵ − c₁*z³ − 2c₂*z² − 3c₃*z − 4c₄* = 0.

If c₄ = 0, let k be the highest harmonic present and multiply by z^k instead; the degree is then 2k. A nonconstant curve has at most eight stationary angles per turn. Minima and maxima alternate, so there are at most four minima. The example in section 1 reaches both limits.

To find the roots for c₄ ≠ 0, divide by 4c₄ and write

z⁸ + d₇z⁷ + … + d₁z + d₀ = 0.

Consider the 8 × 8 matrix with ones just above the diagonal and last row (−d₀, −d₁, …, −d₇). Acting on (1, z, …, z⁷), its first seven rows give z, …, z⁷. The last gives −Σ_k d_k z^k = z⁸. The vector is therefore an eigenvector with eigenvalue z, and the roots are the eigenvalues of this companion matrix.

Some roots may lie off the unit circle and are not stationary angles. They need not be sorted out. Take the phases of all roots, evaluate E at each, and keep the lowest. A continuous periodic function has a global minimum; it is stationary, so its phase is in the list. Any additional phase is an ordinary angle and cannot have a lower energy. A few Newton iterations on E′ can refine candidates where the curve is convex. If several minima tie, the smallest rotation is a convenient choice.

The slope and curvature at the current orbitals follow from the coefficients:

E′(0) = Σ_k k b_k, E″(0) = −Σ_k k² a_k.

The slope can also be computed from the state. Since K is real and antisymmetric,

E′(0) = ⟨KΨ|H|Ψ⟩ + ⟨Ψ|H|KΨ⟩ = 2⟨Ψ|HK|Ψ⟩.

The Newton angle is −E′(0)/E″(0). It uses the curve near zero and carries no information about a distant lower well. With negative curvature it even points toward a maximum.

**8. From one angle to a sweep**

A sweep visits the pairs in turn. For each pair it finds the best angle, rotates the orbitals and updates the integrals. Since θ = 0 is among the allowed angles, the energy cannot rise, apart from rounding. If γ and Γ come from a state, each energy is the expectation value of H in a normalized state. It cannot fall below the full CI energy in the same orbital space, so the sequence of energies converges.

This does not prove that the orbitals converge, and the result need not be the lowest minimum over all orbitals. The gradient must be checked. A general orbital rotation near the identity is exp(Σ_{p<q} x_pq J_pq), where J_pq is the matrix J for that pair. Its derivative with respect to x_pq at zero is the pair slope E′(0). If all pair slopes vanish, the full orbital gradient vanishes.

Even then the point could be a saddle. The Hessian with rows (1, 2) and (2, 1) has positive diagonal elements but eigenvalues 3 and −1. Each separate rotation raises the energy, while a combined one lowers it.

In a complete-active-space self-consistent-field (CASSCF) calculation, the CI problem is solved again between sweeps. Each CI ground state lies at or below the energy of the carried-along state, so the alternation is also nonincreasing.

The density matrices must stay fixed during one angular search. If the CI coefficients are optimized anew at every angle, the curve need not be a trigonometric polynomial. The two-site model shows this. Let p be the orbital at angle α and q the one orthogonal to it, and mix the determinants p² and q². With s = sin 2α, their energies are

U − ½(U − V)s² ∓ 2ts.

The coupling between them is (pq|pq) = ½(U − V)s². The lower eigenvalue of this 2 × 2 matrix is

U − ½(U − V)s² − |s| √(4t² + ¼(U − V)²s²).

For t ≠ 0 it has a kink at s = 0, whereas a trigonometric polynomial is smooth. The physical cause is a change of the dominant determinant from one orbital to the other.

**9. A six-site chain**

The second example is a model chain with four electrons and six orthonormal site orbitals. The site energies are 0, −0.10, 0.05, −0.05, 0.10 and 0 hartree. Successive one-electron couplings are −0.20, −0.15, −0.20, −0.15 and −0.20 hartree. The only nonzero site integrals of the repulsion are

(ii|jj) = 1/√(r_ij² + 2²), r_ij = 3|i − j| bohr.

This gives 1/√4 = 0.500 hartree on one site and 1/√13 = 0.277 hartree between neighbours. There is no nuclear background, so the zero of energy belongs to this model.

The starting orbitals are eigenvectors of the one-electron matrix in order of energy. Orbital 1 is inactive, orbitals 2 and 3 hold two active electrons, and orbitals 4 to 6 are empty. The lowest active-space singlet has energy 0.053504 hartree. The pair with the largest possible drop is 1 and 2, inactive with active. The signs of the b_k, of the slope and of the angles below depend on the relative sign chosen for the two orbitals; reversing it turns θ into −θ. With the choice made here the coefficients, in hartree, are

a₀ = 0.145491
a₁ = −0.087841, b₁ = −0.057489
a₂ = −0.008493, b₂ = −0.005847
a₃ = 0.005085, b₃ = 0.003335
a₄ = −0.000738, b₄ = 0.000516.

At θ = 0 the cosine coefficients add to the starting energy:

0.145491 − 0.087841 − 0.008493 + 0.005085 − 0.000738 = 0.053504.

The slope is

−0.057489 + 2(−0.005847) + 3(0.003335) + 4(0.000516) = −0.05711 hartree/rad

after rounding. The curvature is 0.08786 hartree/rad². The Newton angle is therefore 0.05711/0.08786 = 0.650 rad, or 37.25°. The global angle is 35.93°.

The first harmonic dominates, and the curve has two stationary angles: one minimum and one maximum. Here Newton and the global search aim at the same well. The global step lowers the energy by

0.053504 − 0.034951 = 0.018553 hartree.

Newton's energy is higher by 0.000029 hartree, about 0.16% of that drop. For this pair the full curve brings little; in the two-site example it decides which well is reached.

The sweeps visit the pairs in the order (1,2), (1,3), …, (1,6), (2,3), …, (5,6); the energies after individual sweeps depend on this order. With the initial density matrices frozen, one sweep lowers the energy to 0.011500 hartree, a second to 0.0080165 and a third to 0.006784. After 38 sweeps it is 0.006043 hartree, with slopes below 10⁻⁸ hartree/rad. Most of the reduction comes early, followed by a slower approach to stationarity.

Solving the CI problem again after the first sweep gives 0.011046 instead of 0.011500 hartree. The orbitals are the same, so the difference of 0.00045 hartree is due to the new CI coefficients. Continued alternation converges to

E_CASSCF = 0.005263 hartree = 0.1432 eV.

The lowest eigenvalue of the orbital Hessian, with the CI coefficients allowed to respond, is 0.097 hartree/rad². The Hessian includes the rotations between the inactive, active and virtual spaces. The result is thus a local minimum, not a saddle. This does not establish that no lower CASSCF solution exists.

The active natural occupations are 1.849 and 0.151. Full CI in the same six orbitals gives −0.012507 hartree, which is 0.01777 hartree below CASSCF. That difference is the energy missed by this two-orbital active-space solution within the model. Full numerical values are in the numerical output.

Computed values

```
Two sites: U, V, t = 1.0, 0.4, 0.1 hartree
  antibonding start energy = 0.900000 hartree
  slope at start = 5.5e-16 hartree/rad
  curvature at start = 1.600000 hartree/rad^2
  barrier top = 1.033333 hartree
  global minimum = 0.500000 hartree
  size of best rotation = 90.0000 degrees
  stationary angles per turn = 8
Chain: sites, electrons = 6 4
  site energies (hartree) = [ 0.   -0.1   0.05 -0.05  0.1   0.  ]
  hoppings t, h = -t (hartree) = [0.2  0.15 0.2  0.15 0.2 ]
  spacing, softening = 3.0, 2.0 bohr
  on-site repulsion = 0.500000 hartree
  neighbour repulsion = 0.277350 hartree
  start CAS energy = 0.05350432 hartree
Pair with largest drop (counted from 1) = 1, 2
  a0 = 0.14549139 hartree
  a1, b1 = -0.08784095, -0.05748881 hartree
  a2, b2 = -0.00849311, -0.00584652 hartree
  a3, b3 = 0.00508495, 0.00333519 hartree
  a4, b4 = -0.00073795, 0.00051576 hartree
  stationary angles per turn = 2
  slope at zero = -0.05711325 hartree/rad
  curvature at zero = 0.08785610 hartree/rad^2
  best angle = 35.9317 degrees
  energy at best angle = 0.03495132 hartree
  Newton angle = 37.2467 degrees
  energy at Newton angle = 0.03498014 hartree
Largest odd harmonic, start orbitals = 0.120809 hartree
Largest odd |c_n|, natural orbitals = 1.1e-16 hartree
Eigenvalue range of iK, both spins = -2 to 2
Eigenvalue range of iK, one spin = -1 to 1
Sweeps at fixed density matrices
  energy after sweep 0 = 0.05350432 hartree
  energy after sweep 1 = 0.01149957 hartree
  energy after sweep 2 = 0.00801650 hartree
  energy after sweep 3 = 0.00678430 hartree
  sweeps used = 38
  final energy = 0.00604285 hartree
  largest slope in last sweep = 8.7e-09 hartree/rad
CASSCF by alternating CI and sweeps
  CI solutions used = 35
  energy after 1 sweep(s) and CI = 0.01104611 hartree
  energy after 2 sweep(s) and CI = 0.00711737 hartree
  energy after 3 sweep(s) and CI = 0.00582408 hartree
  final energy = 0.00526306 hartree = 0.14322 eV
  largest final gradient = 5.8e-09 hartree/rad
  lowest relaxed Hessian eigenvalue = 0.097411 hartree/rad^2
  active natural occupations = 1.849353, 0.150647
  full CI energy of the model = -0.01250744 hartree
  CASSCF minus full CI = 0.01777050 hartree
```
